\section*{The Mott–Gurney Law Derived With and Without Diffusion, part 2}

Does the Mott--Gurney law for the steady current through a thin film survive when diffusion is included? The planar film, $0<x<L$, has permittivity $\varepsilon$, constant mobility $\mu$ and no fixed or trapped charge. Holes of charge $q$, density $p$ and charge density $\rho$ carry a current density $J$ from $x=0$ to $x=L$ in the field $E$, with $V=\int_0^LE\,dx>0$. The first derivation neglected diffusion, set $E(0)=0$ for an ample contact, and found
\begin{equation}
J_{\rm MG}=\frac98\frac{\varepsilon\mu V^2}{L^3}
\label{eq:mgtwo}
\end{equation}
with mean hole density $\bar p=3\varepsilon V/(2qL^2)$.

The second derivation includes diffusion, with $V_T=kT/q$, and imposes no field at the contact:
\begin{equation}
J=\mu\rho E-\mu V_T\frac{d\rho}{dx},\qquad \rho=qp=\varepsilon\frac{dE}{dx}.
\label{eq:dd}
\end{equation}
The dimensionless quantities are
\begin{equation}
u=\frac xL,\quad e=\frac{EL}{V_T},\quad v=\frac V{V_T},\quad
j=\frac{JL^3}{\varepsilon\mu V_T^2},\quad n=\frac{qpL^2}{\varepsilon V_T}.
\end{equation}
With a prime for $d/du$, $n=e'$. One integration, with constant $jc$, gives
\begin{equation}
e'=\frac{e^2}{2}-j(u+c).
\label{eq:riccati}
\end{equation}
Setting $e=-2\psi'/\psi$, $K=(j/2)^{1/3}$ and $s=K(u+c)$ gives Airy's equation, with standard solutions Ai and Bi:
\begin{equation}
\frac{d^2\psi}{ds^2}=s\psi,\qquad
e=-2K\frac{\psi_s}{\psi},\qquad
n=2K^2\left[\left(\frac{\psi_s}{\psi}\right)^2-s\right].
\label{eq:airy}
\end{equation}
The subscript denotes $d/ds$. The voltage is
\begin{equation}
v=\int_0^1e\,du=2\ln\frac{\psi(s_0)}{\psi(s_1)},
\quad s_0=Kc,\quad s_1=K(1+c).
\label{eq:logv}
\end{equation}

The example is a hole-only polymer diode with rough typical values: $L=200$ nm, $V=5$ V, relative permittivity 3, $\mu=10^{-4}\,\mathrm{cm^2/Vs}$ and 300 K. Then $V/V_T=193.4$, $J_{\rm MG}=93.4$ mA/cm$^2$ and $\bar p=3.11\times10^{16}\,\mathrm{cm^{-3}}$. With drift alone, a weak contact at $10^{16}\,\mathrm{cm^{-3}}$ gives only 34\% of $J_{\rm MG}$. A field-dependent mobility was taken as $\mu\exp(\gamma\sqrt E)$, with $\gamma=5\times10^{-4}\,(\mathrm{cm/V})^{1/2}$.

\subsection{The two contacts}

Both contacts hold the same high density, $n=N$. Their equality makes the electrostatic drop equal to the applied voltage. The field is finite, so $\psi$ has no zero inside the film and may be taken positive. Write $\psi={\rm Ai}(s)-\beta\,{\rm Bi}(s)$ and consider large $v$, for which $s_1$ will prove to be large.

With $\beta=0$ the collector density would be close to $K^2/\sqrt{s_1}$, the drift value. A denser collector needs a steeper fall of $\psi$, hence $\beta>0$. Positivity of $\psi(s_1)$ then requires
\begin{equation}
0<\beta<\frac{{\rm Ai}(s_1)}{{\rm Bi}(s_1)}\simeq\frac12e^{-4s_1^{3/2}/3}.
\end{equation}
Near the injecting contact the Bi term is therefore exponentially small. The collector alters the field near itself and hardly affects the entrance.

By \eqref{eq:airy}, a very dense injecting contact requires $\psi(s_0)$ to be close to zero. Since $\psi$ is positive from there on, the zero is the largest one of Ai, at $a_1=-2.338$. Near it $\psi_s/\psi\simeq1/(s_0-a_1)$, so $N\simeq2K^2/(s_0-a_1)^2$ and
\begin{equation}
s_0\simeq a_1+K\delta,\qquad \delta=\sqrt{2/N},\qquad K\delta\ll1 .
\label{eq:szero}
\end{equation}
In ordinary units $L\delta=\sqrt{2\varepsilon V_T/(qp_0)}$, which is $\sqrt2$ times the Debye length at the contact density $p_0$. Since $s_1-s_0=K$,
\begin{equation}
K(1+\delta)=s_1+2.338 .
\label{eq:kdelta}
\end{equation}

\subsection{Voltage and current}

For large argument ${\rm Ai}(s)\simeq e^{-2s^{3/2}/3}/(2\sqrt\pi\,s^{1/4})$. With $r=\beta\,{\rm Bi}(s_1)/{\rm Ai}(s_1)$, \eqref{eq:logv} becomes
\begin{equation}
v=\frac43s_1^{3/2}+\Lambda,\qquad
\Lambda=2\ln\frac{2\sqrt\pi\,s_1^{1/4}\,\psi(s_0)}{1-r}.
\label{eq:lambda}
\end{equation}
For very dense contacts both $\psi(s_0)$ and $1-r$ tend to zero, and their ratio must be examined. At the entrance $\psi(s_0)\simeq{\rm Ai}'(a_1)K\delta=0.701K\delta$. At the collector Ai and Bi vary locally as $e^{\mp\sqrt{s_1}(s-s_1)}$, so $\psi_s/\psi\simeq-\sqrt{s_1}(1+r)/(1-r)$. The density condition makes this $-1/(K\delta)$ in the dense limit, whence $1-r\simeq2\sqrt{s_1}K\delta$. The factors $K\delta$ cancel, and
\begin{equation}
\Lambda\simeq2\ln\left(0.701\sqrt\pi\,s_1^{-1/4}\right).
\end{equation}
This grows in magnitude as the logarithm of $s_1$, while $v$ grows as $s_1^{3/2}$. The dense limit at the collector requires $y=\sqrt{s_1}K\delta\ll1$. For larger $y$ the density condition reads $(1+r)/(1-r)=\sqrt{1+1/y^2}$, so that $1-r=2y/(y+\sqrt{1+y^2})$. Then $\Lambda$ gains the term $2\ln(y+\sqrt{1+y^2})$, which is again only logarithmic. To leading order $s_1=(3v/4)^{2/3}$, which is large as supposed. From $j=2K^3$ and \eqref{eq:kdelta},
\begin{equation}
j\simeq\frac{2s_1^3}{(1+\delta)^3}\left(1+\frac{2.338}{s_1}\right)^3,
\qquad 2s_1^3=\frac98v^2 .
\end{equation}
The law \eqref{eq:mgtwo} reads $j=9v^2/8$ in these variables. Hence
\begin{equation}
\frac{J}{J_{\rm MG}}\simeq\frac{1}{(1+\delta)^3}
\left[1+2.338\left(\frac{4V_T}{3V}\right)^{2/3}\right]^3 .
\label{eq:ratio}
\end{equation}
The ratio tends to one when $V/V_T$ is large, $\delta$ is small and $K\delta$ remains small. The Mott--Gurney law is thus the leading term of the drift-diffusion solution.

\subsection{How large the correction is}

The bracket in \eqref{eq:ratio} approaches one slowly, as a two-thirds power. In the example $V/V_T=193.4$ and $s_1=27.6$, so the bracket cubed is $(1.0847)^3=1.276$. A contact density of $10^{19}\,\mathrm{cm^{-3}}$ gives $L\delta=0.93$ nm, $\delta=0.0046$ and a divisor of 1.014. The estimate is 1.259, and numerical solution of \eqref{eq:dd} gives 1.257. At $V/V_T=800$, with film and contact unchanged, the estimate is 1.087 and the numerical result 1.081. This is 20.7 V, with about 1.7 MV/cm at the collector, close to a rough breakdown field of 2 MV/cm, so it tests the asymptotic form and is not an operating point. The estimate drops $\Lambda$, and each unit of $\Lambda$ lowers $J$ by a fraction of about $2/v$, which is 1\% in the example. The closer agreement found there is accidental: the dense-limit part of $\Lambda$ is $-1.2$ and the finite-density term is $+1.3$, so they nearly cancel. At the higher voltage their sum is about 1.8, which lowers $J$ by nearly half a percent and accounts for most of the difference.

The extra current has a simple picture. In the bulk $-\psi_s/\psi\simeq\sqrt s$, so \eqref{eq:airy} gives $e\simeq2K\sqrt s=\sqrt{2j(u+c)}$. This is the drift-only field with its origin moved into the film, to $u=-c$. In the example $-cL$ is about 15 nm. The space charge behaves as though the film were 185 nm thick, and $(200/185)^3$ is about 1.26.

The true field passes through zero elsewhere, where ${\rm Ai}'(s)=0$, at $s=-1.019$. Its distance from the contact is
\begin{equation}
x_0\simeq L\left(\frac{2.338-1.019}{K}-\delta\right).
\end{equation}
With $K=29.8$ this is 7.9 nm, and the numerical solution gives 7.92 nm. Between the contact and this virtual electrode the field points back towards the contact, and holes advance by diffusion against it. Beyond it, field and flow have the same direction. The condition $E(0)=0$ of the first derivation is an idealization of this point.

\subsection{Small voltages}

When $V$ is small the charge that diffuses in from the contacts at equilibrium carries the current. With $j=0$, \eqref{eq:riccati} has a constant of integration that may be written $2k^2$:
\begin{equation}
e'=\frac{e^2}{2}+2k^2,\quad e=2k\tan[k(u-\tfrac12)],\quad
n=\frac{2k^2}{\cos^2[k(u-\frac12)]}.
\end{equation}
Very dense contacts require $\cos(k/2)\to0$, so $k\to\pi$. The current in \eqref{eq:dd} equals $-\mu\rho\,d(\phi+V_T\ln\rho)/dx$, with $\phi$ the electrostatic potential. To first order in $v$ the density keeps its equilibrium form, and
\begin{equation}
\frac vj=\int_0^1\frac{du}{n}=\frac{1}{4k^2}\left(1+\frac{\sin k}{k}\right)
\longrightarrow\frac1{4\pi^2}.
\end{equation}
Thus $J\simeq4\pi^2\varepsilon\mu V_TV/L^3$, linear in $V$. It equals $J_{\rm MG}$ when $V=(32\pi^2/9)V_T\simeq35V_T$, about 0.9 V at 300 K. Well below this voltage \eqref{eq:mgtwo} underestimates the current.

\subsection{What each derivation assumes}

Both derivations assume a planar film, steady flow, one kind of carrier, constant $\mu$ and $\varepsilon$, and no fixed or trapped charge. They differ in their treatment of the entrance.

The first neglects diffusion everywhere and needs a boundary condition from outside, $E(0)=0$, justified by an ample supply. Given these, the law holds at any voltage, and the temperature does not enter except through $\mu$. The method extends easily to weak contacts and fixed charge, but it does not give the size of the diffusion correction.

The second adds the Einstein relation, nondegenerate carriers and two equal, dense contacts. It yields the zero of the field as a result. In exchange, the law appears as a limit for $V\gg V_T$, with a correction that fades slowly.

The two also judge the contact differently. With drift alone, a finite supply lowers the current by the fraction $\frac34(\bar p/p_0)^2$, which is $7\times10^{-6}$ at $10^{19}\,\mathrm{cm^{-3}}$. With diffusion, the same finite density at both contacts lowers it by about 2.6\% relative to infinitely dense contacts. The divisor $(1+\delta)^3$ accounts for 1.4\%, and the finite-density term of 1.3 in $\Lambda$ for about as much, $2(1.3)/193.4$.

\subsection{The polymer diode and the interconnect dielectric}

The polymer parameters are rough. The mobility of this material depends strongly on its preparation, and $J$ scales with it. The contact density is an assumption for a good contact. At $10^{19}\,\mathrm{cm^{-3}}$ the holes in a disordered polymer may no longer be nondegenerate. The diffusion coefficient then exceeds $\mu V_T$ near the contacts, and the diffusion correction below holds only for the idealized model. For a Gaussian density of states of width 0.07 to 0.10 eV with $10^{21}$ sites per cm$^3$, this alone raises the factor from 1.26 to between 1.27 and 1.31. Hopping mobility in such a material also rises with hole density. A constant $\mu$ leaves this out, and the effect can be as large as those sized here. With such a contact and the inputs chosen here, diffusion is the largest of the effects sized, each taken alone: a factor of 1.26. The ranking depends on those inputs. The factor falls to 1.20 with both contacts at $10^{18}\,\mathrm{cm^{-3}}$ and to 1.01 at $10^{17}\,\mathrm{cm^{-3}}$, while in the drift-only model acceptor doping of $8\times10^{15}\,\mathrm{cm^{-3}}$ already gives 1.26. A weak contact, as in the opening, can matter more. A mobility extracted by means of \eqref{eq:mgtwo} from the current of this model diode at 5 V alone would be too high by the factor 1.26. The slope of $\sqrt J$ against $V$ is less affected. By \eqref{eq:ratio}, $\sqrt J\propto(s_1+2.338)^{3/2}$ with $s_1\propto V^{2/3}$, so the squared slope near 5 V contains only the first power of the bracket, and the mobility taken from it is too high by less than a tenth. The field dependence of the mobility, with the rough coefficient used earlier, gives 1.23. In the drift-only law, a built-in voltage of 0.1 V opposing the bias gives $(4.9/5)^2=0.96$, and warming by 10 K gives 1.13 if the mobility has an activation energy of 0.1 eV. The drift-only exit field, 0.375 MV/cm, is about a fifth of a rough breakdown field of 2 MV/cm. The dense collector of the second derivation raises the field next to it: with $e'=N$ at $u=1$, \eqref{eq:riccati} gives $e^2=2[N+j(1+c)]$, or 0.69 MV/cm, about a third of the breakdown field.

An oxide-like dielectric between copper lines breaks the contact assumption outright. Take rough values: 20 nm, 1 V, relative permittivity 3, electron mobility $20\,\mathrm{cm^2/Vs}$, 378 K and an injection barrier $\Phi=3$ eV. Equation \eqref{eq:mgtwo} gives $7.5\times10^5\,\mathrm{A/cm^2}$, the drift-only limit for an ample contact. Since 1 V is only about $31V_T$ at this temperature, diffusion between dense contacts would matter as much as drift, and the value is a scale for comparison, not an upper bound. The metal can supply such a current only if enough electrons cross the barrier. Integrating the outward flux of the thermal tail over momentum gives
\begin{equation}
J_{\rm th}=\frac{4\pi qm_ek^2}{h^3}T^2e^{-(\Phi-\Delta\Phi)/kT},\qquad
\frac{\Delta\Phi}{q}=\sqrt{\frac{qF}{4\pi\varepsilon}},
\end{equation}
where $m_e$ is the electron mass and $F=V/L$. The lowering $\Delta\Phi$ comes from the maximum of the image and field energies, $-q^2/(16\pi\varepsilon x)-qFx$. It is 0.155 eV, and $J_{\rm th}$ is about $10^{-31}\,\mathrm{A/cm^2}$. Tunnelling through the full film does not help: with a tunnelling mass of $0.5m_e$, the WKB transmission at the Fermi level is about $10^{-99}$.

For thermionic emission to match the drift-only limit, the barrier would have to be about 0.10 eV, without image lowering. Even then the mean-field drift speed would be $10^7$ cm/s, where a constant mobility is doubtful. The law therefore does not predict the leakage of such a dielectric. Conduction assisted by traps lies outside both derivations and outside these two estimates, and needs a model of its own. Further values are given in the numerical output.

\section*{Computed results}
\begin{verbatim}
POLYMER DIODE (rough typical inputs)
Thickness: 200 nm
Voltage: 5.0 V
Relative permittivity: 3.0
Mobility: 1.0e-04 cm2/Vs
Temperature: 300 K
Contact carrier density: 1.0e+19 cm^-3
Mott-Gurney current density: 93.38 mA/cm2
Shooting current density: 93.38 mA/cm2
Largest relative error in law tests: 2.9e-07
Mean field: 0.250 MV/cm
Exit field: 0.375 MV/cm
Mean carrier density: 3.109e+16 cm^-3
Exit carrier density: 1.554e+16 cm^-3
Stored charge: 0.0996 uC/cm2
Transit time: 1.067 us
J/J_MG, contact 1e+16 cm^-3: 0.34031
J/J_MG, contact 1e+17 cm^-3: 0.94101
J/J_MG, contact 1e+18 cm^-3: 0.99928
NEGLECTED EFFECTS, each taken alone
Thermal voltage: 25.85 mV
V/(kT/q): 193.4
J/J_MG with diffusion: 1.257
Virtual electrode position: 7.92 nm
High-voltage test V/(kT/q): 800
J/J_MG with diffusion there: 1.081
J/J_MG, finite supply, no diffusion: 0.999993
Field coefficient of mobility: 5.0e-04 (cm/V)^0.5
J/J_MG with field-dependent mobility: 1.234
Doping or filled-trap density: 1.0e+15 cm^-3
J/J_MG with background doping: 1.032
J/J_MG with filled deep traps: 0.968
J/J_MG with 0.1 V opposing built-in: 0.960
Mobility activation energy: 0.10 eV
Current factor for 10 K warming: 1.133
Rough breakdown field: 2.0 MV/cm
Exit field/breakdown field: 0.188
INTERCONNECT DIELECTRIC (rough inputs)
Thickness: 20 nm; voltage: 1.0 V
Relative permittivity: 3.0
Mobility: 20 cm2/Vs; temperature: 378 K
Injection barrier: 3.0 eV
Tunnelling mass/electron mass: 0.50
Mean field: 0.50 MV/cm
Drift-only ceiling: 7.471e+05 A/cm2
Mean-field drift speed: 1.0e+07 cm/s
Image-force barrier lowering: 0.155 eV
log10 thermionic J in A/cm2: -30.7
log10 WKB transmission at Fermi level: -99.3
Barrier whose emission equals ceiling: 0.102 eV
\end{verbatim}
